# Zero-Padded FFT Demagnetizing Fields and the Images Left by Missing Padding

A thin magnetic plate is to serve as a memory element, and its shape anisotropy must be computed. The grid has 25 × 15 cells. Should the fast Fourier transform (FFT) run on 25 × 15 slots, or on at least 49 × 29, most of them holding zeros? For the plate treated below, the small transform gives a shape anisotropy 28 % below that of the isolated plate. Three cells in a row show why.

## Three cells by hand

Let cells 0, 1, 2 carry magnetizations \(m_0,m_1,m_2\) along the row. The field averaged over cell \(i\) is

\[
H_i=-\sum_{j=0}^{2}k_{i-j}\,m_j ,
\]

where \(k_d\) depends on the offset \(d=i-j\), target minus source. For the left cell,

\[
H_0=-(k_0m_0+k_{-1}m_1+k_{-2}m_2).
\]

Five offsets occur in all, from \(-2\) to \(2\). An FFT with three slots can store three numbers. Keep the nearest offsets: slot 0 holds \(k_0\), slot 1 holds \(k_1\), and slot 2 holds \(k_{-1}\), because \(-1\equiv2\) modulo 3. The offset \(-2\) is then looked up in slot 1, because \(-2\equiv1\), and the transform returns

\[
H_0^{\rm unp}=-(k_0m_0+k_{-1}m_1+k_{1}m_2).
\]

The offset \(+1\) belongs to a source at position \(-1=2-3\). Cell 2 has been replaced by its periodic image on the other side of cell 0. The image has not been added to the true source; it has taken its place.

To see the size of this, take cubic cells and equal \(m_j=m\). By cubic symmetry and the unit trace derived below, \(k_0=1/3\). Treat the other cells as point dipoles. On the axis of a dipole the field is parallel to it and falls as the cube of the distance, so \(k_{\pm1}=-\kappa\) and \(k_{\pm2}=-\kappa/8\), with \(\kappa=1/(2\pi)\). Then

\[
H_0=-\left(\tfrac13-\tfrac98\kappa\right)m,\qquad
H_0^{\rm unp}=-\left(\tfrac13-2\kappa\right)m .
\]

These are \(-0.154\,m\) and \(-0.015\,m\). Touching cubes are too close for point dipoles to be accurate; the cell tensor derived below gives \(-0.179\,m\) and \(-0.063\,m\). In either case the second value is also the field of the middle cell, which has a neighbour on each side. The end cell has lost its end.

Now use five slots, with \(m=(m_0,m_1,m_2,0,0)\) and kernel \((k_0,k_1,k_2,k_{-2},k_{-1})\). Offset \(-1\) is found in slot 4 and \(-2\) in slot 3, so \(H_0\) is correct. With four slots, \(+2\) and \(-2\) share a slot. That does no harm if \(k_2=k_{-2}\), but gives a wrong sign if the kernel is odd.

## What the transform computes

For a period of \(P\) slots, define \(\hat m_q=\sum_j m_j e^{-2\pi i qj/P}\), and \(\hat c_q\) likewise for the stored kernel \(c_s\). In these exponents \(i\) is the imaginary unit; \(n\) labels the target. The inverse transform of the product is

\[
\frac1P\sum_q \hat c_q\hat m_q e^{2\pi i qn/P}
=\sum_{s,j}c_s m_j\left[\frac1P\sum_{q=0}^{P-1}w^q\right],\qquad
w=e^{2\pi i(n-s-j)/P}.
\]

If \(s\equiv n-j\) modulo \(P\), then \(w=1\) and the bracket is 1. Otherwise the geometric sum is \((1-w^P)/(1-w)=0\), because \(w^P=1\). What remains is \(\sum_j c_{(n-j)\,{\rm mod}\,P}\,m_j\), a circular convolution, which knows offsets modulo \(P\) and no better.

In three dimensions this holds axis by axis. Let the element have \(N=(N_x,N_y,N_z)\) cells and let \(K(d)\) be the 3 × 3 tensor for offset \(d\), so that

\[
\mathbf H_i=-\sum_j K(i-j)\,\mathbf M_j .
\]

Along each axis the offsets run from \(-(N-1)\) to \(N-1\), which is \(2N-1\) values. They stay distinct modulo \(P\) if \(P\ge 2N-1\). With \(\mathbf M\) filled up with zeros, and \(K\) stored on \(P\) consecutive offsets that include this range, the FFT therefore gives the isolated field apart from rounding. At \(P=2N-2\) the two extreme offsets collide. Components of \(K\) even along that axis survive, while odd ones fail, so the full tensor needs \(2N-1\).

## The tensor between two cells

I use SI units, with \(\mathbf H\) and \(\mathbf M\) in A/m. A uniformly magnetized cell \(j\) has the scalar potential \(-\sum_b M_b\,\partial_b\int_j d^3r'/(4\pi|\mathbf r-\mathbf r'|)\). Since \(\mathbf H=-\nabla\phi\), averaging over target cell \(i\) of volume \(V\) gives

\[
K_{ab}=-\frac1V\int_i d^3r\;\partial_a\partial_b\int_j\frac{d^3r'}{4\pi|\mathbf r-\mathbf r'|}.
\]

The trace follows from \(-\nabla^2(1/4\pi r)=\delta(\mathbf r)\): it is the overlap volume divided by \(V\), hence 1 for a cell on itself and 0 for any other pair.

The six integrals can be done in closed form. Along one axis, with cell edge \(d\) and centre separation \(X\), integrating a second derivative over both cells gives

\[
\int dx\int dx'\,\varphi''(x-x')=\varphi(X+d)-2\varphi(X)+\varphi(X-d)\equiv-D\varphi .
\]

Three axes give \(-D_xD_yD_z\). Suppose functions are known with \(f_{yyzz}=1/r\) and \(g_{xyzz}=1/r\), subscripts denoting derivatives. Then \(\partial_x^2(1/r)=f_{xxyyzz}\) and \(\partial_x\partial_y(1/r)=g_{xxyyzz}\). The minus sign in \(K\) cancels that of \(-D_xD_yD_z\), so

\[
K_{xx}=\frac{D_xD_yD_z f}{4\pi V},\qquad K_{xy}=\frac{D_xD_yD_z g}{4\pi V}.
\]

These are the Newell functions. Write

\[
A=\operatorname{asinh}\frac{y}{\sqrt{x^2+z^2}},\quad
B=\operatorname{asinh}\frac{z}{\sqrt{x^2+y^2}},\quad
E=\operatorname{asinh}\frac{x}{\sqrt{y^2+z^2}},
\]
\[
T_x=\arctan\frac{yz}{xr},\quad T_y=\arctan\frac{xz}{yr},\quad T_z=\arctan\frac{xy}{zr}.
\]

Then

\[
f=\tfrac12y(z^2-x^2)A+\tfrac12z(y^2-x^2)B-xyzT_x+\tfrac16(2x^2-y^2-z^2)r,
\]
\[
\begin{aligned}
g={}&xyzB+\tfrac16y(3z^2-y^2)E+\tfrac16x(3z^2-x^2)A\\
&-\tfrac16z^3T_z-\tfrac12zy^2T_y-\tfrac12zx^2T_x-\tfrac13xyr .
\end{aligned}
\]

Differentiation verifies them. Put \(\rho^2=x^2+y^2\) and \(\sigma^2=y^2+z^2\). The chain rule, with \(x^2r^2+y^2z^2=\rho^2(x^2+z^2)\) and \(y^2r^2+x^2z^2=\rho^2\sigma^2\), gives

\[
A_y=\frac1r,\quad B_y=-\frac{yz}{r\rho^2},\quad E_y=-\frac{xy}{r\sigma^2},
\]
\[
\partial_yT_x=\frac{xz}{r\rho^2},\quad \partial_yT_z=\frac{xz}{r\sigma^2},\quad
\partial_yT_y=-\frac{xz(\rho^2+\sigma^2)}{r\rho^2\sigma^2}.
\]

In \(f_y\), the terms without \(A,B,T_x\) sum to \(y/r\) times

\[
\tfrac12(z^2-x^2)-\frac{z^2(y^2-x^2)+2x^2z^2}{2\rho^2}+\tfrac16(2x^2-y^2-z^2)-\tfrac13r^2=-\tfrac12r^2,
\]

since the fraction equals \(z^2/2\). Therefore

\[
f_y=\tfrac12(z^2-x^2)A+yzB-xzT_x-\tfrac12yr .
\]

Differentiating again, and using \(yzB_y-xz\,\partial_yT_x=-z^2/r\),

\[
f_{yy}=zB+\frac{z^2-x^2-2z^2-y^2}{2r}-\frac r2=zB-r .
\]

Because \(B_z=1/r\), the \(z\)-derivative of \(zB-r\) is \(B+z/r-z/r=B\), and the next is \(1/r\). This proves \(f_{yyzz}=1/r\).

For \(g_y\), the terms without inverse functions sum to \(x/r\) times three groups. Those over \(\rho^2\) give \(-z^2(x^2+y^2)/(2\rho^2)=-z^2/2\). Those over \(\sigma^2\) give \((y^4-z^4)/(6\sigma^2)=(y^2-z^2)/6\). The rest is \((3z^2-x^2)/6-r^2/3-y^2/3\). The total is again \(-r^2/2\), so

\[
g_y=xzB+\tfrac12(z^2-y^2)E-yzT_y-\tfrac12xr .
\]

This is \(f_y\) with \(x\) and \(y\) exchanged. Its \(x\)-derivative is therefore \(zB-r\), which is unchanged by the exchange, and \(g_{xyzz}=1/r\).

The functions \(f,f_y,g,g_y\) are continuous, since each logarithm or jump is multiplied by a factor that vanishes there. No extra delta functions arise, and the formulas hold for touching and coincident cells too. In code, a term whose denominator vanishes is set to zero. The remaining components follow by permuting axes: \(K_{yy}\) uses \(f(y,x,z)\), \(K_{zz}\) uses \(f(z,y,x)\), \(K_{xz}\) uses \(g(x,z,y)\) and \(K_{yz}\) uses \(g(y,z,x)\).

At large separation \(R\) the differences cancel heavily. The functions grow roughly as \(R^3\), while their triple difference falls as \(V^2/R^3\), so the relative rounding error grows roughly as \(R^6/V^2\). Very large grids need higher precision or a dipole expansion for far pairs.

As a test, cells of edges 1 × 0.8 × 0.5 separated by (2.5, −1.7, 1.1) were also treated by direct quadrature of the dipole kernel. The largest difference in any component was \(3\times10^{-15}\).

## The algorithm

1. Choose \(P\ge2N-1\) on each axis; a single layer needs \(P_z=1\).
2. Evaluate \(K(d)\) once on \(P\) consecutive offsets containing \(-(N-1),\dots,N-1\), and store each value in slot \(d\) modulo \(P\).
3. Transform the kernel once and keep it.
4. For each new magnetization, append zeros up to \(P\), transform, multiply by the 3 × 3 kernel at each wave vector, change the sign, transform back, and keep the first \(N\) cells.

With \(n\) padded slots each field costs of order \(n\log n\) operations, against the square of the cell number for the pair sum. The 25 × 15 plate has 375 cells, 140,625 ordered pairs and \(49\times29=1421\) padded slots.

A block of 4 × 3 × 2 cells, with the same cell edges and random magnetization of unit variance, tests the procedure. The padded FFT and the explicit pair sum differ by \(4\times10^{-16}\). With six slots instead of seven along \(x\), and the magnetization along \(x\), the error of \(H_x\) is \(2\times10^{-15}\) but that of \(H_y\) is \(5\times10^{-3}\). This is the predicted division between even and odd components.

## Which images appear

Let the kernel be kept on a window \(W\) of \((2Q+1)P\) consecutive offsets per axis, centred on zero, with all values falling in the same slot added. The integer \(Q\) counts image shells. The convolution sums every \(d\in W\) with \(d\equiv i-j\). Writing \(d=i-(j+pP)\), with integer \(p\), identifies the source as the copy of cell \(j\) displaced by \(p\) periods. Hence

\[
\mathbf H_i=-\sum_{d\in W}K(d)\,\mathbf M^{\rm per}_{i-d},
\]

where \(\mathbf M^{\rm per}\) is the periodic continuation of the array, including any appended zeros. Each target sees this continuation through a window centred on itself.

For \(P=N\) and \(Q=0\), every pair contributes one term. Let \(d_{ij}\) be the member of \(W\) congruent to \(i-j\). The error is

\[
\mathbf H_i^{\rm unp}-\mathbf H_i=\sum_{j:\,i-j\notin W}\left[K(i-j)-K(d_{ij})\right]\mathbf M_j ,
\]

a true interaction removed and an image put in its place. The image is nearer, except that for even \(N\) an offset \(N/2\) along an axis is replaced by \(-N/2\), at the same distance. For odd \(N\), pairs up to \((N-1)/2\) apart are untouched. On 25 cells that is

\[
\frac{25+2(24+23+\dots+13)}{25^2}=\frac{469}{625}
\]

of the ordered pairs, and on 15 cells \(169/225\). The product is 0.564, so 43.6 % of the pairs in the plate are replaced.

On a 5 × 3 × 3 block with random magnetization of unit variance, the unpadded FFT agrees with an explicit windowed sum over periodic copies to \(4\times10^{-16}\). It differs from the isolated field by up to 0.50.

Padding alone does not guarantee isolation. If \(P=2N-1\) but \(Q\ge1\), the central offsets are correct, and the folded terms \(i-j-pP\) add real copies at spacing \(P\). The result is the field inside a finite array of separated elements. Isolation requires zeros in the magnetization and no images in the kernel.

## A uniformly magnetized plate

The plate measures 100 nm × 60 nm × 4 nm, in cubic cells of 4 nm, with \(M_s=800\) kA/m. These are round model parameters. The magnetization is held uniform; exchange and crystal anisotropy are left out. Define the mean factor \(N_a\), now a number and not a cell count, by the average field \(-N_aM_s\) along \(a\) when the plate is magnetized along \(a\). Cell averages combine exactly into the plate average, so for uniform magnetization \(N_a\) does not depend on the cell size.

The padded calculation gives

\[
N_x=0.04624,\qquad N_y=0.07868,\qquad N_z=0.87508 .
\]

A separate route uses the magnetic charges \(\pm M_s\) on the two end faces. Let \(U(s)\) be the double surface integral of inverse distance between two such faces a distance \(s\) apart. The energy is \(\frac{\mu_0M_s^2}{8\pi}[2U(0)-2U(a)]\), where \(a\) is the plate length along the magnetization. Equating it to \(\frac12\mu_0M_s^2N_aV\), with \(V\) now the plate volume, gives \(N_a=[U(0)-U(a)]/(2\pi V)\). This yields the same three numbers to the digits shown.

Without padding and with \(Q=0\), the factors are 0.01309, 0.03633 and 0.95058. Their sum is still 1, because the window contains the zero offset once and all other offsets have zero trace. A correct trace therefore does not reveal missing padding.

The local field is more telling. For uniform \(\mathbf M\), the periodic continuation is also uniform, so \(\mathbf H_i=-\sum_{d\in W}K(d)\mathbf M\) is the same in every cell. For an odd number of cells, \(W\) contains just the offsets seen from the centre cell. With magnetization along \(x\), the fields in kA/m are:

| Cell | isolated \(H_x\) | isolated \(H_y\) | unpadded \(H_x\) |
|---|---:|---:|---:|
| centre | −10.47 | 0.00 | −10.47 |
| middle of \(x\) edge | −200.96 | 0.00 | −10.47 |
| corner | −167.97 | 81.12 | −10.47 |

The unpadded \(H_y\) is zero throughout. The continuation has joined the plate's opposite edges and removed their charges; the remaining field comes from the ends of the window. The "x edge" is the 60 nm edge at the end of the plate in \(x\). The corner listed is the one at smallest \(x\) and \(y\); by symmetry \(H_y\) has the same sign at the opposite corner and the opposite sign at the other two. The edge values are averages over 4 nm cells, not fields at points.

## The limit of many images

With \(Q\) shells, every cell sees the surroundings of the centre of a plate enlarged by \(2Q+1\) in both in-plane directions. For a thin plate of length \(a\), width \(b\) and thickness \(t\), magnetized along \(a\), the end faces act as lines of charge \(M_st\) per length. Both push the central field against \(\mathbf M\). With \(c=a/2\),

\[
N_c=\frac{2t}{4\pi}\int_{-b/2}^{b/2}\frac{c\,dy}{(c^2+y^2)^{3/2}}
=\frac{t}{2\pi}\left[\frac{y}{c\sqrt{c^2+y^2}}\right]_{-b/2}^{b/2}
=\frac{2tb}{\pi a\sqrt{a^2+b^2}} .
\]

Scaling \(a\) and \(b\) by \(2Q+1\) at fixed \(t\) divides this by \(2Q+1\). For \(Q=0\) it gives 0.01310, against 0.01309 from the cells. At \(Q=4\) both give 0.00146. The factor tends to zero, as in an infinite film magnetized in its plane, and by the trace rule \(N_z\) tends to 1.

In a single layer this image sum converges absolutely, since the number of cells at distance \(R\) grows as \(R\) while \(K\) falls as \(R^{-3}\). With periodicity in all three directions the count grows as \(R^2\), and the result depends on the order of summation.

## What it does to the anisotropy

The magnetostatic energy density is \(-\frac12\mu_0\) times the average of \(\mathbf M\cdot\mathbf H\). Turning the uniform magnetization from \(x\) to \(y\) therefore costs

\[
\Delta e=\tfrac12\mu_0M_s^2(N_y-N_x),\qquad \tfrac12\mu_0M_s^2=402.12\ {\rm kJ/m^3}.
\]

The isolated plate gives \(402.12\times(0.07868-0.04624)\approx13.0\) kJ/m³ (13.05 with unrounded factors). The unpadded result with \(Q=0\) is \(402.12\times(0.03633-0.01309)\approx9.35\) kJ/m³, or 28.4 % less than the isolated value. Adding image shells without padding makes matters worse: 3.12 kJ/m³ at \(Q=1\) and 1.04 kJ/m³ at \(Q=4\).

Partial padding, with \(Q=0\), can make the error larger or smaller. With only one axis padded, \(\Delta e\) is more than twice the isolated value on 25 × 29 slots and has the wrong sign on 49 × 15 slots. Padding both axes helps in the next two cases. On 33 × 19 slots \(N_x=0.04551\) and \(N_y=0.07577\), so \(\Delta e\) is still about 7 % below the isolated value. On 41 × 25 slots the deficit is about 0.1 %: only 5.8 % of the pairs lie outside the window. They contribute just −0.08 kJ/m³ to \(\Delta e\), and the images that replace them −0.09 kJ/m³. That small figure belongs to this uniform state and this average; it does not bound the error in a single cell or in another magnetization pattern.

Full padding with images left in the kernel gives 11.57 kJ/m³ at \(Q=1\) and 11.39 kJ/m³ at \(Q=2\), which are 11 % and 13 % below the isolated value. The copies are then separated by gaps of 96 nm along \(x\) and 56 nm along \(y\). Most of the change is in \(N_y\), which falls to 0.07478 at \(Q=1\). The calculation does not separate the contributions of the individual neighbours.

This last case also bears on devices. Memory elements can have lateral sizes of tens of nanometres and magnetic layers of one or two nanometres, so 4 nm is thick by that measure, and many designs magnetize the layer perpendicular to its plane. Real elements also have rounded corners and nonuniform magnetization, whose effects are not computed here. Nor are they isolated: at the spacing above, \(\Delta e\) for the centre element of a 3 × 3 array is 11 % lower if all nine turn together, with each pair energy shared equally between its two elements. If one element turns while its neighbours stay fixed, the energy is different and depends on their states. Such coupling should be modelled with the actual spacing and states, whereas an unpadded transform imposes touching copies that all follow the element.

The numerical output below lists the remaining values. For a nominally isolated element the decision is to use at least \(2N-1\) slots per axis and a kernel without images. For a film meant to be periodic in its plane, \(P=N\) is the right period along the two in-plane axes, and the image sum over them must then be carried to convergence. Across the thickness the film is not periodic, so that axis still needs \(P_z\ge2N_z-1\) and no images.

## Computed values

```
Plate size: 100 x 60 x 4 nm, cell edge 4 nm
Grid: 25 x 15 x 1 cells; saturation magnetization 800 kA/m
Cells 375, ordered cell pairs 140625, padded slots 1421
Cell tensor minus quadrature, largest entry: 2.8e-15
Random M (unit variance), padded FFT minus pair sum: 4.4e-16
Random M, unpadded FFT minus windowed periodic sum: 4.4e-16
Random M, unpadded FFT minus isolated pair sum: 0.504
One slot short in x, M along x: error of Hx 2.1e-15, of Hy 5.0e-03
Mean factors Nx Ny Nz, isolated, padded FFT: 0.04624 0.07868 0.87508
Mean factors Nx Ny Nz, isolated, face charges: 0.04624 0.07868 0.87508
Mean factors Nx Ny Nz, unpadded FFT: 0.01309 0.03633 0.95058
Fraction of ordered pairs replaced by an image: 0.4364
M along x, centre cell: isolated Hx -10.47, Hy 0.00; unpadded Hx -10.47, Hy 0.00 kA/m
M along x, middle of x edge: isolated Hx -200.96, Hy -0.00; unpadded Hx -10.47, Hy 0.00 kA/m
M along x, corner cell: isolated Hx -167.97, Hy 81.12; unpadded Hx -10.47, Hy 0.00 kA/m
Partial padding, no image shells (period x, period y, Nx, Ny):
  25 15  0.01309 0.03633
  33 19  0.04551 0.07577
  41 25  0.04619 0.07860
  49 29  0.04624 0.07868
Unpadded, Q image shells (Q, Nx, Ny, thin-plate Nx, Ny, anisotropy kJ/m^3):
  0  0.01309 0.03633  0.01310 0.03639  9.345
  1  0.00437 0.01213  0.00437 0.01213  3.121
  2  0.00262 0.00728  0.00262 0.00728  1.873
  4  0.00146 0.00404  0.00146 0.00404  1.041
Padded to 2N-1, Q image shells (Q, Nx, Ny, anisotropy kJ/m^3):
  0  0.04624 0.07868  13.048
  1  0.04602 0.07478  11.566
  2  0.04581 0.07412  11.385
Energy scale mu0 Ms^2/2: 402.12 kJ/m^3
Shape anisotropy, isolated: 13.048 kJ/m^3
Shape anisotropy, unpadded: 9.345 kJ/m^3
Relative error without padding: -28.4 %
```
